# Floating probe voltages at finite bias by a safeguarded Newton iteration: a numerical check

```python
# Result under test: the potentials mu_p of several floating voltage probes,
# fixed by zero net current
#   I_p = (2e/h) Int dE Sum_b T_pb(E) [f_p(E) - f_b(E)] = 0,
# exist, are unique, and are found by Newton steps with the analytic Jacobian
#   dI_p/dmu_q = (2e/h) Int dE [delta_pq Sum_b T_pb - T_pq] (-df_q/dE),
# safeguarded by one-probe-at-a-time root sweeps.
# T_ab: transmission from terminal b to a; f_a: Fermi function of reservoir a.
# Terminals: 0 source S, 1 drain D, 2.. probes P1, P2, P3.
# Energies in meV, lengths in nm; "flow" is current divided by 2e/h, in meV.
from collections import namedtuple
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, root
from scipy.special import expit

MASS = 0.067            # effective mass / electron mass, rough GaAs value
G_FACTOR = 0.44         # magnitude, rough GaAs value
MOBILITY = 1.0e6        # cm2/Vs, rough value for a clean electron gas
WIDTH = 50.0            # nm, strip and all leads; the strip is 4 widths long
FIELD = 1.0             # tesla, in the strip only
TEMPERATURE = 4.2       # K
MU_S, MU_D = 10.0, 6.0  # meV above the bottom of the electron gas
E_TOP = 22.0            # meV, upper end of the energy integrals
KT = sc.k * TEMPERATURE / sc.e * 1e3
HB2_2M = sc.hbar**2 / (2 * MASS * sc.m_e * sc.e) * 1e21   # meV nm^2
NA_PER_MEV = 2 * sc.e**2 / sc.h * 1e-3 * 1e9              # nA per meV of flow
BIAS = MU_S - MU_D

Device = namedtuple("Device", "t H levels amp thr sites phase offset theta n")
Table = namedtuple("Table", "energy kernel panels")


def build_device(n, field, ramp=0.0):
    """Strip with n lattice steps per width; ramp = potential drop in meV."""
    a = WIDTH / n
    t = HB2_2M / a**2
    rows, cols = n - 1, 4 * n + 1
    theta = sc.e * field * (a * 1e-9)**2 / sc.hbar
    H = np.zeros((rows * cols, rows * cols), complex)
    for x in range(cols):
        for j in range(1, n):
            i = x * rows + j - 1
            H[i, i] = 4 * t + ramp * (0.5 - x / (4 * n))
            if j < n - 1:
                H[i + 1, i] = H[i, i + 1] = -t
            if x < cols - 1:
                H[i + rows, i] = -t * np.exp(1j * theta * j)
                H[i, i + rows] = np.conj(H[i + rows, i])
    k = np.arange(1, n)
    sites = [k - 1, (cols - 1) * rows + k - 1]
    phase, centres = [0.0, 0.0], [0.0, 4.0]
    for start, top in ((n // 2, True), (3 * n // 2, False), (5 * n // 2, True)):
        sites.append((start + k) * rows + (n - 2 if top else 0))
        phase.append(theta * n if top else 0.0)
        centres.append(start / n + 0.5)
    offset = ramp * (0.5 - np.array(centres) / 4)
    modes = np.sqrt(2 / n) * np.sin(np.pi * np.outer(k, k) / n)
    levels, vectors = np.linalg.eigh(H)
    amp = np.vstack([(modes * np.exp(-1j * p * (s // rows))) @ vectors[s]
                     for s, p in zip(sites, phase)])
    transverse = 2 * t * (1 - np.cos(np.pi * k / n))
    thr = (offset[:, None] + transverse).ravel()
    return Device(t, H, levels, amp, thr, sites, phase, offset, theta, n)


def transmissions(dev, energy):
    """T_ab and number of open modes at each energy, from the S matrix."""
    energy = np.atleast_1d(energy)
    inv = 1 / (energy[:, None] - dev.levels)
    g = (dev.amp[None] * inv[:, None, :]) @ dev.amp.conj().T
    c = 1 - (energy[:, None] - dev.thr) / (2 * dev.t)
    sigma = -dev.t * (c + 1j * np.sqrt(1 - c**2 + 0j))
    gamma = 2 * dev.t * np.sqrt(np.maximum(1 - c**2, 0))
    eye = np.eye(len(dev.thr))
    G = np.linalg.solve(eye - g * sigma[:, None, :], g)
    rt = np.sqrt(gamma)
    S = 1j * rt[:, :, None] * G * rt[:, None, :] - eye
    is_open = (gamma > 0).astype(float)
    prob = abs(S)**2 * is_open[:, :, None] * is_open[:, None, :]
    m = dev.n - 1
    T = prob.reshape(len(energy), 5, m, 5, m).sum(axis=(2, 4))
    return T, is_open.reshape(len(energy), 5, m).sum(axis=2)


def sample(dev, panel, order):
    """Gauss nodes on a panel of the angle in E = mid - half*cos(angle)."""
    mid, half, left, right = panel
    x, w = np.polynomial.legendre.leggauss(order)
    angle = 0.5 * (left + right) + 0.5 * (right - left) * x
    energy = mid - half * np.cos(angle)
    weight = w * 0.5 * (right - left) * half * np.sin(angle)
    return energy, weight[:, None, None] * transmissions(dev, energy)[0]


def tabulate(dev, tol=1e-6):
    """Adaptive table of weighted transmissions from band bottom to E_TOP."""
    edges = np.unique(np.round(dev.thr[dev.thr < E_TOP], 9))
    edges = np.append(edges, E_TOP)
    leaves = []

    def refine(panel, coarse, depth):
        mid, half, left, right = panel
        centre = 0.5 * (left + right)
        parts = [(mid, half, left, centre), (mid, half, centre, right)]
        data = [sample(dev, p, 8) for p in parts]
        fine = data[0][1].sum(0) + data[1][1].sum(0)
        if abs(fine - coarse[1].sum(0)).max() < tol or depth == 0:
            leaves.extend(zip(parts, data))
        else:
            for p, d in zip(parts, data):
                refine(p, d, depth - 1)

    for lo, hi in zip(edges[:-1], edges[1:]):
        mid, half = 0.5 * (lo + hi), 0.5 * (hi - lo)
        cuts = np.linspace(0, np.pi, int(np.ceil(half * np.pi)) + 1)
        for left, right in zip(cuts[:-1], cuts[1:]):
            panel = (mid, half, left, right)
            refine(panel, sample(dev, panel, 8), 12)
    return Table(np.concatenate([d[0] for _, d in leaves]),
                 np.concatenate([d[1] for _, d in leaves]),
                 [p for p, _ in leaves])


def occupations(table, mu, kT):
    kT = np.broadcast_to(kT, np.shape(mu))
    return expit((np.asarray(mu)[:, None] - table.energy) / kT[:, None])


def spectral_flow(table, mu, kT):
    f = occupations(table, mu, kT)
    return (table.kernel.sum(2).T * f
            - np.einsum("eab,be->ae", table.kernel, f))


def flow(table, mu, kT):
    return spectral_flow(table, mu, kT).sum(1)


def jacobian(table, mu, kT):
    f = occupations(table, mu, kT)
    slope = f * (1 - f) / kT
    diagonal = np.einsum("ea,ae->a", table.kernel.sum(2), slope)
    return np.diag(diagonal) - np.einsum("eab,be->ab", table.kernel, slope)


def newton_step(table, mu, kT):
    J = jacobian(table, mu, kT)[2:, 2:]
    return np.linalg.solve(J, -flow(table, mu, kT)[2:])


def sweep(table, mu, kT):
    """Zero the current of one probe after another by bracketing."""
    mu = mu.copy()
    low, high = min(mu[:2]) - kT, max(mu[:2]) + kT
    for p in range(2, len(mu)):
        def probe_flow(value, p=p):
            trial = mu.copy()
            trial[p] = value
            return flow(table, trial, kT)[p]
        mu[p] = brentq(probe_flow, low, high, xtol=1e-14, rtol=1e-14)
    return mu


def solve_probes(table, start, kT, tol=1e-11):
    mu = np.array(start, float)
    low, high = min(mu[:2]) - kT, max(mu[:2]) + kT
    history = [("start", abs(flow(table, mu, kT)[2:]).sum())]
    while history[-1][1] > tol:
        assert len(history) < 100, "no convergence"
        trial = mu.copy()
        trial[2:] += newton_step(table, mu, kT)
        inside = np.all((trial[2:] >= low) & (trial[2:] <= high))
        kind = "Newton"
        if not inside or (abs(flow(table, trial, kT)[2:]).sum()
                          > 0.5 * history[-1][1]):
            trial, kind = sweep(table, mu, kT), "sweep"
        mu = trial
        history.append((kind, abs(flow(table, mu, kT)[2:]).sum()))
    return mu, history


# ---- transmissions: full inversion with decimated leads, symmetries ----
def decimated_transmissions(dev, energy, eta=1e-6):
    """Tr(Gamma_a G Gamma_b G^+) in site space; leads built slice by slice."""
    m = dev.n - 1
    eye = np.eye(m)
    z = (energy + 1j * eta) * eye
    size = len(dev.H)
    total = (energy + 1j * eta) * np.eye(size) - dev.H
    gammas = []
    for s, p, u in zip(dev.sites, dev.phase, dev.offset):
        hop = -dev.t * np.exp(1j * p) * np.eye(m, k=-1)
        bulk = (4 * dev.t + u) * eye + hop + hop.conj().T
        surface = bulk.copy()
        alpha = beta = -dev.t * eye
        for _ in range(40):
            g = np.linalg.inv(z - bulk)
            ab, ba = alpha @ g @ beta, beta @ g @ alpha
            surface = surface + ab
            bulk = bulk + ab + ba
            alpha, beta = alpha @ g @ alpha, beta @ g @ beta
        sigma = dev.t**2 * np.linalg.inv(z - surface)
        total[np.ix_(s, s)] -= sigma
        gammas.append(1j * (sigma - sigma.conj().T))
    G = np.linalg.inv(total)
    T = np.zeros((5, 5))
    for a in range(5):
        for b in range(5):
            block = G[np.ix_(dev.sites[a], dev.sites[b])]
            T[a, b] = np.trace(gammas[a] @ block @ gammas[b]
                               @ block.conj().T).real
    return T


coarse_dev = build_device(8, FIELD)
off = ~np.eye(5, dtype=bool)
for e_test in (6.3, 10.4):
    T_plus = transmissions(coarse_dev, e_test)[0][0]
    T_full = decimated_transmissions(coarse_dev, e_test)
    assert abs(T_plus - T_full)[off].max() < 1e-4
T_minus = transmissions(build_device(8, -FIELD), e_test)[0][0]
assert abs(T_minus - T_plus.T).max() < 1e-8
assert abs(T_plus - T_plus.T).max() > 1e-3

dev = build_device(12, FIELD)
show_energies = np.array([6.0, 8.0, 10.0])
T_show, modes_show = transmissions(dev, show_energies)
assert abs(T_show.sum(2) - modes_show).max() < 1e-8
assert abs(T_show.sum(1) - modes_show).max() < 1e-8

# ---- main solution ----
table = tabulate(dev)
middle = 0.5 * (MU_S + MU_D)
start = np.array([MU_S, MU_D, middle, middle, middle])
mu, history = solve_probes(table, start, KT)
currents = flow(table, mu, KT)
assert abs(currents[2:]).max() < 1e-11
assert abs(currents.sum()) < 1e-8 and currents[0] > 0
assert np.all((mu[2:] > MU_D) & (mu[2:] < MU_S))

# net probe currents on fresh energies
fresh = [sample(dev, p, 7) for p in table.panels]
fresh_table = Table(np.concatenate([d[0] for d in fresh]),
                    np.concatenate([d[1] for d in fresh]), None)
fresh_currents = flow(fresh_table, mu, KT)
assert abs(fresh_currents[2:]).max() < 1e-4

# analytic Jacobian against finite differences of the current; its structure
rng = np.random.default_rng(5)
point = np.array([MU_S, MU_D, 7.1, 8.9, 9.6])
h = 1e-3
numeric = np.array([(flow(table, point + h * d, KT)
                     - flow(table, point - h * d, KT)) / (2 * h)
                    for d in np.eye(5)]).T
jac_error = abs(numeric - jacobian(table, point, KT)).max()
assert jac_error < 1e-5
J = jacobian(table, mu, KT)[2:, 2:]
assert np.all(J[~np.eye(3, dtype=bool)] <= 0) and np.all(J.sum(0) > 0)
assert np.all(np.linalg.inv(J) >= 0)

# uniqueness inequality for random pairs, and other starting points
for _ in range(20):
    one, two = start.copy(), start.copy()
    one[2:], two[2:] = rng.uniform(MU_D, MU_S, (2, 3))
    left = np.sign(one - two)[2:] @ (flow(table, one, KT)
                                     - flow(table, two, KT))[2:]
    df = abs(occupations(table, one, KT) - occupations(table, two, KT))
    right = np.einsum("esq,qe->", table.kernel[:, :2, 2:], df[2:])
    assert left >= right - 1e-8 and right > 0
for _ in range(4):
    other = start.copy()
    other[2:] = rng.uniform(MU_D, MU_S, 3)
    assert abs(solve_probes(table, other, KT)[0] - mu).max() < 1e-9

# derivative-free road: sweeps alone from the lower corner, rising steadily
climb = np.array([MU_S, MU_D, MU_D, MU_D, MU_D])
sweeps, change = 0, 1.0
while change > 1e-12 and sweeps < 200:
    new = sweep(table, climb, KT)
    assert np.all(new - climb > -1e-10)
    assert (abs(flow(table, new, KT)[2:]).sum()
            <= abs(flow(table, climb, KT)[2:]).sum() + 1e-10)
    change = abs(new - climb).max()
    climb, sweeps = new, sweeps + 1
sweep_difference = abs(climb - mu).max()
assert sweep_difference < 1e-9

# quadratic convergence: half the initial error, a quarter after one step
after = []
for size in (0.02, 0.01):
    near = mu.copy()
    near[2:] += size * np.array([1.0, -0.5, 0.7])
    near[2:] += newton_step(table, near, KT)
    after.append(np.linalg.norm(near - mu))
quadratic_ratio = after[0] / after[1]
assert 3.3 < quadratic_ratio < 4.7

# linear response about the mean potential, and its small-bias validity
J0 = jacobian(table, np.full(5, middle), KT)
unit = np.linalg.solve(J0[2:, 2:], -J0[2:, :2] @ np.array([0.5, -0.5]))
linear_mu = middle + BIAS * unit
small = 0.01
tiny_start = np.full(5, middle)
tiny_start[:2] += np.array([0.5, -0.5]) * small
tiny_mu = solve_probes(table, tiny_start, KT, tol=1e-12)[0]
assert abs(tiny_mu[2:] - middle - small * unit).max() < 0.02 * small

# ---- narrow lines: the first plain Newton step fails, safeguard works ----
grid = np.arange(3.0, 13.0, 0.002)
lines = {(0, 2): (0.45, 9.5), (1, 2): (0.20, 6.5), (0, 3): (0.20, 9.2),
         (1, 3): (0.45, 6.8), (2, 3): (0.10, 7.5)}
T_lines = np.zeros((len(grid), 4, 4))
for (a, b), (height, centre) in lines.items():
    shape = height * 0.02**2 / ((grid - centre)**2 + 0.02**2)
    T_lines[:, a, b] = T_lines[:, b, a] = shape
for a in range(4):
    T_lines[:, a, a] = 1 - T_lines[:, a].sum(1)
hard = Table(grid, 0.002 * T_lines, None)
cold = sc.k * 0.5 / sc.e * 1e3
hard_start = np.array([MU_S, MU_D, middle, middle])
hard_step = newton_step(hard, hard_start, cold)
landing = hard_start.copy()
landing[2:] += hard_step
assert abs(hard_step).min() > BIAS
assert abs(jacobian(hard, landing, cold)[2:, 2:]).max() < 1e-12
hard_mu, hard_history = solve_probes(hard, hard_start, cold)
hard_sweeps = sum(kind == "sweep" for kind, _ in hard_history)
hard_newton = sum(kind == "Newton" for kind, _ in hard_history)
assert hard_sweeps > 0 and abs(flow(hard, hard_mu, cold)[2:]).max() < 1e-11

# ---- sizes of what the model leaves out ----
coarse_mu = solve_probes(tabulate(coarse_dev), start, KT)[0]
ramp_table = tabulate(build_device(8, FIELD, ramp=BIAS))
ramp_mu = solve_probes(ramp_table, start, KT)[0]


def isolated(unknown):
    full_mu = np.concatenate([mu[:2], unknown[:3]])
    full_kT = np.concatenate([[KT, KT], unknown[3:]])
    spec = spectral_flow(table, full_mu, full_kT)[2:]
    heat = (spec * (table.energy - full_mu[2:, None])).sum(1)
    return np.concatenate([spec.sum(1), heat])


share = (mu[2:] - MU_D) / BIAS
kT_guess = np.sqrt(KT**2 + 3 / np.pi**2 * share * (1 - share) * BIAS**2)
floating = root(isolated, np.concatenate([mu[2:], kT_guess]), tol=1e-12).x
assert abs(isolated(floating)).max() < 1e-7 and floating[3:].min() > 0
hot = floating[3:] * 1e-3 * sc.e / sc.k

zeeman = G_FACTOR * sc.physical_constants["Bohr magneton"][0] * FIELD
zeeman *= 1e3 / sc.e
length_b2 = sc.hbar / (sc.e * FIELD) * 1e18
spread = WIDTH**2 * (1 / 12 - 1 / (2 * np.pi**2))
diamagnetic = HB2_2M * spread / length_b2**2
k_fermi = np.sqrt(middle / HB2_2M)
density = k_fermi**2 / (2 * np.pi) * 1e14
free_path = MOBILITY * 1e-4 * sc.hbar * k_fermi * 1e9 / sc.e * 1e9
transit = 2 * HB2_2M * k_fermi / (4 * WIDTH)
collisions = (BIAS / 2)**2 / middle
exchange = 0.5 * abs(spectral_flow(table, mu, KT)[2:]).sum(1) * NA_PER_MEV


def row(values, digits=4):
    return " ".join(f"{v:.{digits}f}" for v in values)


print(f"effective mass {MASS} m_e; width {WIDTH:.0f} nm; length {4*WIDTH:.0f} nm")
print(f"lattice step {WIDTH/dev.n:.3f} nm; hopping t {dev.t:.3f} meV")
print(f"field {FIELD} T; temperature {TEMPERATURE} K; kT {KT:.4f} meV")
print(f"mu_S {MU_S} meV; mu_D {MU_D} meV; bias {BIAS} mV")
print(f"density at mean potential {density:.2e} cm^-2")
print("lead subband thresholds (meV):", row(dev.thr[:3], 3))
print(f"flow unit 2e/h x 1 meV = {NA_PER_MEV:.3f} nA")
for e, T, M in zip(show_energies, T_show, modes_show):
    print(f"E={e:.0f} meV, open modes per lead {M[0]:.0f}: "
          f"T_DS {T[1,0]:.4f}, T_SD {T[0,1]:.4f}")
    for p in (2, 3, 4):
        print(f"  from S,D,P1,P2,P3 to P{p-1}:", row(T[p]))
print(f"energy nodes {len(table.energy)}; up to {E_TOP} meV")
for i, (kind, size) in enumerate(history):
    print(f"iteration {i} {kind}: sum |I_p| = {size*NA_PER_MEV:.2e} nA")
print("probe potentials mu_P1..P3 (meV):", row(mu[2:], 5))
print("probe voltages V_p-V_D (mV):", row(MU_D - mu[2:], 5))
print("net probe currents (nA):",
      " ".join(f"{v*NA_PER_MEV:.1e}" for v in currents[2:]))
print("same on fresh energies (nA):",
      " ".join(f"{v*NA_PER_MEV:.1e}" for v in fresh_currents[2:]))
print(f"source, drain currents (nA): {row(currents[:2]*NA_PER_MEV, 3)}")
print("out-and-back exchange per probe (nA):", row(exchange, 3))
print("Jacobian at the root, rows P1..P3 (units 2e^2/h):")
for line in J:
    print("  ", row(line))
print(f"Jacobian minus finite differences, max {jac_error:.1e} (2e^2/h)")
print(f"sweeps alone: {sweeps} sweeps, root differs {sweep_difference:.1e} meV")
print(f"one-step error ratio on halving the start error: {quadratic_ratio:.3f}")
print("linear-response potentials (meV):", row(linear_mu, 5))
print("narrow lines, 0.5 K: first Newton step (meV):", row(hard_step, 1))
print(f"  safearded run: {hard_sweeps} sweeps, {hard_newton} Newton steps"
      .replace("safearded", "safeguarded"))
print("  potentials P1, P2 (meV):", row(hard_mu[2:], 5))
print(f"shift from {WIDTH/8:.2f} nm to {WIDTH/12:.2f} nm lattice (meV):",
      row(mu[2:] - coarse_mu[2:]))
print("shift by linear potential ramp, 6.25 nm lattice (meV):",
      row(ramp_mu[2:] - coarse_mu[2:]))
print("thermally isolated probes: temperatures (K):", row(hot, 2))
print("  shift of their potentials (meV):", row(floating[:3] - mu[2:]))
print(f"Zeeman splitting {zeeman:.4f} meV; "
      f"lead diamagnetic shift {diamagnetic:.4f} meV")
print(f"mean free path {free_path/1e3:.1f} um at rough mobility {MOBILITY:.0e} cm2/Vs")
print(f"e-e phase-space width {collisions:.2f} meV; hbar/transit {transit:.2f} meV")
print("done: every assertion held")
```

Printed output:

```
effective mass 0.067 m_e; width 50 nm; length 200 nm
lattice step 4.167 nm; hopping t 32.754 meV
field 1.0 T; temperature 4.2 K; kT 0.3619 meV
mu_S 10.0 meV; mu_D 6.0 meV; bias 4.0 mV
density at mean potential 2.24e+11 cm^-2
lead subband thresholds (meV): 2.232 8.777 19.187
flow unit 2e/h x 1 meV = 77.481 nA
E=6 meV, open modes per lead 1: T_DS 0.0388, T_SD 0.1647
  from S,D,P1,P2,P3 to P1: 0.7600 0.0209 0.2033 0.0142 0.0016
  from S,D,P1,P2,P3 to P2: 0.0360 0.7583 0.0289 0.1626 0.0142
  from S,D,P1,P2,P3 to P3: 0.1578 0.0488 0.5612 0.0289 0.2033
E=8 meV, open modes per lead 1: T_DS 0.2745, T_SD 0.3378
  from S,D,P1,P2,P3 to P1: 0.0084 0.2155 0.5540 0.1746 0.0474
  from S,D,P1,P2,P3 to P2: 0.3287 0.1389 0.0742 0.2837 0.1746
  from S,D,P1,P2,P3 to P3: 0.2221 0.1416 0.0081 0.0742 0.5540
E=10 meV, open modes per lead 2: T_DS 0.3656, T_SD 0.3713
  from S,D,P1,P2,P3 to P1: 1.0613 0.0833 0.4414 0.4111 0.0029
  from S,D,P1,P2,P3 to P2: 0.1344 0.6102 0.4239 0.4203 0.4111
  from S,D,P1,P2,P3 to P3: 0.1034 0.5999 0.4314 0.4239 0.4414
energy nodes 528; up to 22.0 meV
iteration 0 start: sum |I_p| = 1.51e+02 nA
iteration 1 sweep: sum |I_p| = 1.01e+01 nA
iteration 2 Newton: sum |I_p| = 7.72e-02 nA
iteration 3 Newton: sum |I_p| = 1.10e-05 nA
iteration 4 Newton: sum |I_p| = 4.37e-13 nA
probe potentials mu_P1..P3 (meV): 9.32824 7.44970 8.59436
probe voltages V_p-V_D (mV): -3.32824 -1.44970 -2.59436
net probe currents (nA): 2.2e-14 -8.3e-14 3.3e-13
same on fresh energies (nA): -3.5e-11 1.2e-10 3.4e-11
source, drain currents (nA): 206.085 -206.085
out-and-back exchange per probe (nA): 31.571 58.594 14.552
Jacobian at the root, rows P1..P3 (units 2e^2/h):
   1.2679 -0.0716 -0.0203
   -0.2814 0.6467 -0.1693
   -0.4039 -0.0461 0.8063
Jacobian minus finite differences, max 8.8e-08 (2e^2/h)
sweeps alone: 14 sweeps, root differs 1.2e-13 meV
one-step error ratio on halving the start error: 3.983
linear-response potentials (meV): 8.49425 7.82511 8.19324
narrow lines, 0.5 K: first Newton step (meV): 38.1 -24.6
  safeguarded run: 1 sweeps, 4 Newton steps
  potentials P1, P2 (meV): 9.46123 6.83800
shift from 6.25 nm to 4.17 nm lattice (meV): 0.0046 -0.1261 0.0677
shift by linear potential ramp, 6.25 nm lattice (meV): -0.5533 -0.8782 -0.8518
thermally isolated probes: temperatures (K): 10.24 15.23 10.06
  shift of their potentials (meV): -0.1712 -0.0957 -0.1865
Zeeman splitting 0.0255 meV; lead diamagnetic shift 0.1072 meV
mean free path 7.8 um at rough mobility 1e+06 cm2/Vs
e-e phase-space width 0.50 meV; hbar/transit 0.67 meV
done: every assertion held
```
